# Order e² plasma pressure and the effective neutrino number: a numerical check

```python
"""Order e^2 QED pressure of a neutral photon and e+e- plasma, and N_eff.

Result under test (hbar = c = kB = 1, e^2 = 4 pi alpha, energies in MeV):
  P2 = e^2 { -T^2 J/3 - 2 J^2
             + m^2/(4 pi^4) int int dp dq p q n_p n_q L/(E_p E_q) },
  J = int dp p^2 n/(2 pi^2 E),  L = ln|(p+q)/(p-q)|,  n = 1/(exp(E/T)+1).
If neutrinos decouple at T_d and plasma entropy is then conserved,
  N_eff = 3 (11/4)^(4/3) [45 s(T_d)/(4 pi^2 T_d^3)]^(-4/3),  s = dP/dT,
and the order e^2 rise tends to 50 alpha/(11 pi) for T_d >> m.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, dblquad
from scipy.interpolate import CubicSpline

pi = np.pi
ALPHA = constants.fine_structure
E2 = 4 * pi * ALPHA
ME = constants.physical_constants[
    'electron mass energy equivalent in MeV'][0]


def unit_nodes(count):
    x, w = np.polynomial.legendre.leggauss(count)
    return (x + 1) / 2, w / 2


V, WV = unit_nodes(160)
U, WU = unit_nodes(64)
RATIO = 1 - U**3                  # q/p, with nodes crowded towards q = p
W_RATIO = 3 * U**2 * WU
LOG = np.log((1 + RATIO) / U**3)


def fermi(energy, T):
    return 1 / (np.exp(energy / T) + 1)


def momentum_grid(T, m):
    pmax = np.sqrt((m + 45 * T)**2 - m**2)
    return pmax * V**2, 2 * pmax * V * WV


def plasma(T, m=ME):
    """Ideal quantities, and order e^2 parts with e^2 included."""
    p, w = momentum_grid(T, m)
    E = np.sqrt(p**2 + m**2)
    n = fermi(E, T)
    P0 = pi**2 * T**4 / 45 + 2 / (3 * pi**2) * np.sum(w * p**4 * n / E)
    rho0 = pi**2 * T**4 / 15 + 2 / pi**2 * np.sum(w * p**2 * E * n)
    J = np.sum(w * p**2 * n / E) / (2 * pi**2)
    dJ = np.sum(w * p**2 * n * (1 - n)) / (2 * pi**2 * T**2)
    q = p[:, None] * RATIO
    Eq = np.sqrt(q**2 + m**2)
    nq = fermi(Eq, T)
    kernel = (2 * w[:, None] * W_RATIO * p[:, None]**2 * q * LOG
              * n[:, None] * nq / (E[:, None] * Eq))
    dlog = ((1 - n) * E)[:, None] + (1 - nq) * Eq
    pref = E2 * m**2 / (4 * pi**4)
    P_ge = -E2 * T**2 * J / 3
    P_contact = -2 * E2 * J**2
    P_log = pref * np.sum(kernel)
    s_log = pref * np.sum(kernel * dlog) / T**2
    s2 = -E2 * (2 * T * J / 3 + T**2 * dJ / 3 + 4 * J * dJ) + s_log
    return dict(P0=P0, rho0=rho0, s0=(P0 + rho0) / T, J=J, P_ge=P_ge,
                P_contact=P_contact, P_log=P_log,
                P2=P_ge + P_contact + P_log, s2=s2, s_log=s_log)


def n_eff(entropy, T):
    heating = 45 * entropy / (4 * pi**2 * T**3)
    return 3 * (11 / 4)**(4 / 3) * heating**(-4 / 3)


# Dirac trace and on-shell thermal cuts, from explicit matrices
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]), np.diag([1, -1]).astype(complex)]
zero = np.zeros((2, 2))
gamma = [np.block([[zero, -1j * s], [1j * s, zero]]) for s in pauli]
gamma.append(np.diag([1, 1, -1, -1]).astype(complex))


def trace(P, Q, m):
    A = m * np.eye(4) - 1j * sum(a * g for a, g in zip(P, gamma))
    C = m * np.eye(4) - 1j * sum(a * g for a, g in zip(Q, gamma))
    return sum(np.trace(g @ A @ g @ C) for g in gamma)


rng = np.random.default_rng(3)
Pv, Qv = rng.normal(size=(2, 4))
mt = 0.8
reduced = 4 * (Pv @ Pv + Qv @ Qv + 2 * mt**2
               - (Pv - Qv) @ (Pv - Qv)) + 8 * mt**2
assert abs(trace(Pv, Qv, mt) - reduced) < 1e-11

pt, qt = 0.7, 1.6
Ep, Eq_t = np.hypot(pt, mt), np.hypot(qt, mt)
cosines, wcos = np.polynomial.legendre.leggauss(80)
ee_cut, ge_cut = 0, 0
for c, wc in zip(cosines, wcos):
    for s1 in (1, -1):
        for s2_sign in (1, -1):
            P = np.array([0, 0, pt, 1j * s1 * Ep])
            direction = np.array([np.sqrt(1 - c * c), 0, c])
            Q = np.append(qt * direction, 1j * s2_sign * Eq_t)
            K = P - Q
            ee_cut += wc / 2 * trace(P, Q, mt) / (K @ K) / (8 * Ep * Eq_t)
            photon = np.append(qt * direction, 1j * s2_sign * qt)
            R = P - photon
            ge_cut -= (wc / 2 * trace(P, R, mt) / (R @ R + mt**2)
                       / (4 * Ep * qt))
log_t = np.log((pt + qt) / abs(pt - qt))
ee_formula = (mt**2 * log_t / (pt * qt) - 2) / (Ep * Eq_t)
assert abs(ee_cut - ee_formula) < 1e-9
assert abs(ge_cut + 4 / (Ep * qt)) < 1e-9

# Three-propagator Matsubara sum: no term cubic in the occupations
a, b, k = 1.1, 1.7, 0.9           # two electron energies, photon energy
freq = (2 * np.arange(-600, 600) + 1) * pi
direct_sum = np.sum(1 / ((freq[:, None]**2 + a**2) * (freq**2 + b**2)
                         * ((freq[:, None] - freq)**2 + k**2)))
na, nb, nk = fermi(a, 1), fermi(b, 1), 1 / np.expm1(k)


def bubble(x, y, z):
    return (x + y) / (2 * x * y * ((x + y)**2 - z**2))


def pair(x, y, z):
    return (1 / (z**2 - (x - y)**2) + 1 / (z**2 - (x + y)**2)) / (2*x*y)


cut_sum = (1 / (4 * a * b * k * (a + b + k))
           - na / a * bubble(b, k, a) - nb / b * bubble(a, k, b)
           + nk / k * bubble(a, b, k) + na * nb * pair(a, b, k)
           - na * nk * pair(a, k, b) - nb * nk * pair(b, k, a))
assert abs(direct_sum / cut_sum - 1) < 1e-6

# One thermal photon on a vacuum electron loop: cancellation at d = 1.5
dim = 1.5
tad = quad(lambda x: x**(dim - 1) / (x*x + mt**2), 0, np.inf)[0]
bub = quad(lambda x: x**(dim - 1) / (x*x + mt**2)**2, 0, np.inf)[0]
assert abs(2 * (dim - 2) * tad + 4 * mt**2 * bub) < 1e-6

# Response of the ideal pressure to a mass shift is -2 J
h = 1e-3
slope = (plasma(1, np.sqrt(1 + h))['P0']
         - plasma(1, np.sqrt(1 - h))['P0']) / (2 * h)
assert abs(slope / (-2 * plasma(1, 1)['J']) - 1) < 1e-5

# Double integral by adaptive quadrature; entropy by finite difference


def log_integrand(q, p):
    e1, e2 = np.hypot(p, 1), np.hypot(q, 1)
    return (p * q * np.log((p + q) / (p - q)) / (e1 * e2)
            * fermi(e1, 1) * fermi(e2, 1))


adaptive = 2 * dblquad(log_integrand, 0, 40, 0, lambda p: p,
                       epsabs=1e-8, epsrel=1e-7)[0]
assert abs(plasma(1, 1)['P_log']
           / (E2 * adaptive / (4 * pi**4)) - 1) < 1e-5
for T in (0.1, 0.5, 1.5):
    dT = 1e-3 * T
    up, down, mid = plasma(T + dT), plasma(T - dT), plasma(T)
    for pressure, entropy in (('P0', 's0'), ('P2', 's2')):
        numeric = (up[pressure] - down[pressure]) / (2 * dT)
        # second-order difference error grows as (m/T)^2 at low T
        assert abs(numeric / mid[entropy] - 1) < 1e-4

# Limits: massless plasma, then plasma frequency and Fock exchange
massless = plasma(1, 1e-4)
assert abs(massless['P2'] / (-5 * E2 / 288) - 1) < 1e-5
for T in (0.01, 0.005):
    low = plasma(T, 1)
    p, w = momentum_grid(T, 1)
    per_state = np.sum(w * p**2 * fermi(np.hypot(p, 1), T)) / (2 * pi**2)
    plasma_shift = -T**2 / 12 * E2 * 4 * per_state
    fock = E2 * per_state**2 / T
    # plasma shift: relativistic corrections of relative order T/m
    assert abs(low['P_ge'] / plasma_shift - 1) < 5 * T
    # exchange: first correction is -6 T/m, made of -2 from the contact
    # term, -2 from 1/(E_p E_q) and -2 from the p^4 term of the energy
    # in the occupations; the tolerance covers the second order
    exchange = low['P_contact'] + low['P_log']
    assert abs(exchange / fock - (1 - 6 * T)) < 100 * T**2

# Closed form of the early-decoupling limit
delta = 25 * E2 / (88 * pi**2)
N_early = 3 * (1 - delta)**(-4 / 3)
first_order = 50 * ALPHA / (11 * pi)
hot = plasma(1000 * ME)
assert abs(n_eff(hot['s0'] + hot['s2'], 1000 * ME) - N_early) < 2e-5
assert abs(N_early - 3 - first_order) < 1e-4

# Entropy conservation against direct integration of continuity
TD = 1.5
start = plasma(TD)
N0 = n_eff(start['s0'], TD)
N2 = n_eff(start['s0'] + start['s2'], TD)
lnT = np.linspace(np.log(TD), np.log(ME / 35), 301)
states = [plasma(np.exp(x)) for x in lnT]
N_cont = []
for on in (0, 1):
    Pt = np.array([s['P0'] + on * s['P2'] for s in states])
    rho = np.array([s['rho0'] + on * (np.exp(x) * s['s2'] - s['P2'])
                    for s, x in zip(states, lnT)])
    down_x = -lnT
    dlnrho = CubicSpline(down_x, np.log(rho))(down_x, 1)
    rate = CubicSpline(down_x, -dlnrho * rho / (3 * (rho + Pt)))
    ln_growth = rate.integrate(down_x[0], down_x[-1])
    T_ratio = np.exp(lnT[-1] - lnT[0] + ln_growth)
    N_cont.append(3 * (11 / 4)**(4 / 3) / T_ratio**4)
assert abs(N_cont[0] - N0) < 1e-5 and abs(N_cont[1] - N2) < 1e-5
linear_shift = -4 / 3 * N0 * start['s2'] / start['s0']
assert abs(N2 - N0 - linear_shift) < 1e-4

# Size of the next term, order e^3, from the screened static mode


def susceptibility(T, m=ME):
    p, w = momentum_grid(T, m)
    n = fermi(np.hypot(p, m), T)
    return 2 / (pi**2 * T) * np.sum(w * p**2 * n * (1 - n))


def pressure_mu(mu, T, m):
    p, w = momentum_grid(T, m)
    E = np.hypot(p, m)
    logs = (np.log1p(np.exp(-(E - mu) / T))
            + np.log1p(np.exp(-(E + mu) / T)))
    return T / pi**2 * np.sum(w * p**2 * logs)


h = 0.01
curvature = (pressure_mu(h, 1, 1) - 2 * pressure_mu(0, 1, 1)
             + pressure_mu(-h, 1, 1)) / h**2
assert abs(curvature / susceptibility(1, 1) - 1) < 1e-4
ring = -quad(lambda x: x*x * np.log1p(1/x**2) - 1,
             0, 1)[0] / (4 * pi**2)
# outer region mapped by x = 1/y, with the series used near y = 0


def outer(y):
    if y < 0.01:
        return -0.5 + y**2 / 3 - y**4 / 4
    return (np.log1p(y*y) - y*y) / y**4


ring -= quad(outer, 0, 1)[0] / (4 * pi**2)
assert abs(ring * 12 * pi - 1) < 1e-7


def P3(T, m=ME):
    return T * (E2 * susceptibility(T, m))**1.5 / (12 * pi)


def e3_shift(T):
    dT = 1e-3 * T
    s3 = (P3(T + dT) - P3(T - dT)) / (2 * dT)
    g = plasma(T)
    return (n_eff(g['s0'] + g['s2'] + s3, T)
            - n_eff(g['s0'] + g['s2'], T))


e3 = e3_shift(TD)
assert e3 < 0 and abs(e3) < 0.2 * (N2 - N0)

print(f"electron mass m = {ME:.6f} MeV")
print(f"alpha = {ALPHA:.9f}, e^2 = {E2:.7f} (dimensionless)")
print("Early decoupling, m/T_d -> 0 (dimensionless):")
print(f"  P2/T^4 = {-5*E2/288:.6e}")
print(f"  s0/T^3 = {11*pi**2/45:.6f}, s2/T^3 = {-5*E2/72:.6e}")
print(f"  fractional entropy loss 25 e^2/(88 pi^2) = {delta:.6f}")
print(f"  first-order rise 50 alpha/(11 pi) = {first_order:.6f}")
print(f"  N_eff with unexpanded power = {N_early:.6f}")
print(f"Example, T_d = {TD} MeV, m/T_d = {ME/TD:.5f}:")
print(f"  P0/T^4 = {start['P0']/TD**4:.6f} (dimensionless)")
for key, label in (('P_ge', 'photon-electron'),
                   ('P_contact', 'electron contact'),
                   ('P_log', 'electron logarithm'), ('P2', 'total P2')):
    print(f"  {label} part / T^4 = {start[key]/TD**4:.6e}")
print(f"  s0/T^3 = {start['s0']/TD**3:.6f} (dimensionless)")
print(f"  s2/T^3 = {start['s2']/TD**3:.6e} (dimensionless)")
print(f"  s2/s0 = {start['s2']/start['s0']:.6e}")
print(f"  N_eff ideal = {N0:.6f}, with e^2 pressure = {N2:.6f}")
print(f"  rise from e^2 = {N2-N0:.6f}, linear formula {linear_shift:.6f}")
N_nolog = n_eff(start['s0'] + start['s2'] - start['s_log'], TD)
print(f"  rise without logarithmic term = {N_nolog-N0:.6f}")
print(f"  N_eff by continuity: {N_cont[0]:.6f} ideal, {N_cont[1]:.6f} QED")
print(f"  estimated e^3 change of N_eff = {e3:.6f}")
print("Path: T_gamma [MeV], T_gamma/T_nu ideal, with QED")
for T in (1.5, 1.0, 0.5, 0.2, 0.1, 0.05, 0.01):
    g = plasma(T)
    r0 = (start['s0'] / TD**3 * T**3 / g['s0'])**(1 / 3)
    r2 = ((start['s0'] + start['s2']) / TD**3 * T**3
          / (g['s0'] + g['s2']))**(1 / 3)
    print(f"  {T:5.2f}  {r0:.6f}  {r2:.6f}")
assert r2 < r0
print("T_d [MeV], N_eff ideal, N_eff with e^2, rise")
for T in (1.0, 1.5, 2.0, 3.0, 5.0, 10.0):
    g = plasma(T)
    ideal, full = n_eff(g['s0'], T), n_eff(g['s0'] + g['s2'], T)
    assert 0.005 < full - ideal < 0.015
    print(f"  {T:5.1f}  {ideal:.6f}  {full:.6f}  {full-ideal:.6f}")
print("all tests passed")
```

Running it gives:

```
electron mass m = 0.510999 MeV
alpha = 0.007297353, e^2 = 0.0917012 (dimensionless)
Early decoupling, m/T_d -> 0 (dimensionless):
  P2/T^4 = -1.592035e-03
  s0/T^3 = 2.412570, s2/T^3 = -6.368141e-03
  fractional entropy loss 25 e^2/(88 pi^2) = 0.002640
  first-order rise 50 alpha/(11 pi) = 0.010558
  N_eff with unexpanded power = 3.010591
Example, T_d = 1.5 MeV, m/T_d = 0.34067:
  P0/T^4 = 0.593881 (dimensionless)
  photon-electron part / T^4 = -1.177009e-03
  electron contact part / T^4 = -2.719298e-04
  electron logarithm part / T^4 = 9.925890e-06
  total P2 part / T^4 = -1.439013e-03
  s0/T^3 = 2.393397 (dimensionless)
  s2/T^3 = -5.989197e-03 (dimensionless)
  s2/s0 = -2.502383e-03
  N_eff ideal = 3.032086, with e^2 pressure = 3.042232
  rise from e^2 = 0.010146, linear formula 0.010117
  rise without logarithmic term = 0.010187
  N_eff by continuity: 3.032086 ideal, 3.042232 QED
  estimated e^3 change of N_eff = -0.000950
Path: T_gamma [MeV], T_gamma/T_nu ideal, with QED
   1.50  1.000000  1.000000
   1.00  1.003294  1.003254
   0.50  1.020603  1.020422
   0.20  1.122169  1.121597
   0.10  1.306708  1.305716
   0.05  1.394843  1.393681
   0.01  1.397298  1.396132
T_d [MeV], N_eff ideal, N_eff with e^2, rise
    1.0  3.072239  3.082028  0.009789
    1.5  3.032086  3.042232  0.010146
    2.0  3.018044  3.028349  0.010305
    3.0  3.008018  3.018460  0.010441
    5.0  3.002886  3.013413  0.010527
   10.0  3.000722  3.011293  0.010571
all tests passed
```
